# Built-in potential, depletion width and peak field of a symmetric silicon junction

## Problem

A silicon crystal is doped with acceptors for $x<0$ (the p side) and with donors for $x>0$ (the n side). The doping changes abruptly at $x=0$ and has the same density on both sides, $N_A=N_D=N=10^{17}\ \mathrm{cm^{-3}}$. The temperature is 300 K and no voltage is applied. Take the intrinsic carrier density as $n_i=10^{10}\ \mathrm{cm^{-3}}$ and the relative permittivity as $\varepsilon_r=12$; both are rough values for silicon.

(a) Find the built-in potential $V_{bi}$, the electrostatic potential of the n side far from the junction minus that of the p side.

(b) Find the depletion width $W$ in the depletion approximation.

(c) Find the peak magnitude $E_{peak}$ of the electric field in the same approximation.

(d) Determine how far the depletion approximation puts $W$ and $E_{peak}$ off, and how strongly the answers depend on the two rough inputs.

## Assumptions and units

The problem is one-dimensional, and the neutral regions on both sides are long. Every dopant atom is taken to be ionized, which is a good approximation for common shallow dopants at this density and temperature. The carriers are nondegenerate, so that they obey Boltzmann statistics and the Einstein relation. The permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ is uniform, and narrowing of the band gap by doping is left out.

Atomic units would be awkward for a structure of this size. Lengths are in nm, potentials in V, and fields in V/nm. Since $1\ \mathrm{cm^{-3}}=10^{-21}\ \mathrm{nm^{-3}}$, the densities are $N=10^{-4}\ \mathrm{nm^{-3}}$ and $n_i=10^{-11}\ \mathrm{nm^{-3}}$.

The elementary charge is $e>0$, the potential is $\phi(x)$, and the signed field is $F=-d\phi/dx$. Two combinations recur:

$$V_T=\frac{k_BT}{e},\qquad K=\frac{eN}{\varepsilon_r\varepsilon_0}.$$

The first is the thermal voltage. The second is the slope of the field in a region where the dopant charge is uncompensated.

## (a) Built-in potential

Electrons diffuse from the n side, where they are plentiful, to the p side, and holes diffuse the other way. They leave behind positive donors on the n side and negative acceptors on the p side. The resulting field points from n to p and opposes further diffusion. In equilibrium the two effects cancel for each kind of carrier separately.

For electrons of density $n$, mobility $\mu_n$ and diffusion constant $D_n$, zero current density means

$$0=e\mu_n nF+eD_n\frac{dn}{dx}.$$

Insert $F=-d\phi/dx$ and the Einstein relation $D_n=\mu_nV_T$, then divide by $e\mu_n$:

$$V_T\frac{dn}{dx}=n\frac{d\phi}{dx}
\quad\Longrightarrow\quad
\frac{dn}{n}=\frac{d\phi}{V_T}.$$

Integration gives an exponential with one free constant. We fix it by setting $\phi=0$ where $n=n_i$:

$$n=n_i\,e^{\phi/V_T}.$$

For holes of density $p$ the diffusion current has the opposite sign, because they carry positive charge:

$$0=e\mu_p pF-eD_p\frac{dp}{dx}
\quad\Longrightarrow\quad
\frac{dp}{p}=-\frac{d\phi}{V_T}.$$

In equilibrium a nondegenerate semiconductor obeys $np=n_i^2$, so $p=n_i$ at the point where $n=n_i$. Therefore

$$p=n_i\,e^{-\phi/V_T}.$$

Far inside the n side the net charge vanishes, which requires $n-p=N$. With $p=n_i^2/n$ this becomes $n^2-Nn-n_i^2=0$, whose positive root is

$$n=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}\simeq N\left(1+\frac{n_i^2}{N^2}\right).$$

Here $n_i/N=10^{-7}$, so the correction is of relative size $10^{-14}$ and we may put $n=N$. The potential there is $\phi_n=V_T\ln(N/n_i)$. In the same way $p=N$ far inside the p side, and $\phi_p=-V_T\ln(N/n_i)$. The difference is

$$V_{bi}=\phi_n-\phi_p=2V_T\ln\frac{N}{n_i}.$$

At 300 K, $V_T=0.025852$ V, and $\ln(10^7)=16.1181$. Hence

$$V_{bi}=2\times0.025852\ \mathrm V\times16.1181=0.8334\ \mathrm V.$$

Each side contributes half of this, 0.4167 V. The permittivity does not appear: it influences how the potential rises, but not the total rise.

## (b) Depletion width

The net charge density is $\rho=e(p-n+N)$ on the n side and $\rho=e(p-n-N)$ on the p side. Near the junction $\phi$ lies well below $\phi_n$ and well above $\phi_p$, so both carrier densities are far smaller than $N$. The depletion approximation drops the carriers altogether in a layer $-x_p<x<x_n$ and assumes perfect neutrality outside it:

$$\rho=\begin{cases}-eN,&-x_p<x<0,\\ +eN,&0<x<x_n,\\ 0,&\text{elsewhere.}\end{cases}$$

The field vanishes in both neutral regions, so by Gauss's law the layer has zero total charge. This gives $eNx_p=eNx_n$, and therefore $x_p=x_n=W/2$.

Gauss's law $dF/dx=\rho/\varepsilon$ gives $dF/dx=-K$ on the p side of the layer and $+K$ on the n side. Starting from $F=0$ at each outer edge,

$$F(x)=\begin{cases}-K\left(x+\dfrac W2\right),&-\dfrac W2<x<0,\\[2mm] K\left(x-\dfrac W2\right),&0<x<\dfrac W2.\end{cases}$$

Both expressions equal $-KW/2$ at $x=0$, so the field is continuous. It is negative throughout the layer, which means that it points from the n side to the p side. Its magnitude is a triangle with base $W$ and height $KW/2$.

The potential rise from left to right is the area of that triangle:

$$V_{bi}=-\int_{-W/2}^{W/2}F\,dx=\frac12\,W\,\frac{KW}{2}=\frac{KW^2}{4}.$$

Solving for the width,

$$W=\sqrt{\frac{4V_{bi}}{K}}=\sqrt{\frac{4\varepsilon_r\varepsilon_0V_{bi}}{eN}}.$$

For the numbers, $e/\varepsilon_0=18.0951$ V nm, so

$$K=\frac{18.0951\ \mathrm{V\,nm}\times10^{-4}\ \mathrm{nm^{-3}}}{12}=1.50793\times10^{-4}\ \mathrm{V/nm^2},$$

$$W=\sqrt{\frac{4\times0.8334\ \mathrm V}{1.50793\times10^{-4}\ \mathrm{V/nm^2}}}=148.7\ \mathrm{nm}=0.149\ \mathrm{\mu m}.$$

The layer extends 74.3 nm into each side.

## (c) Peak field

The field is strongest at the junction plane, where the dopant charge changes sign:

$$E_{peak}=\frac{KW}{2}=\frac{2V_{bi}}{W}.$$

The second form follows from $V_{bi}=KW^2/4$. It says that the peak is twice the mean field $V_{bi}/W$, as it must be for a triangle. Numerically,

$$E_{peak}=\frac{1.50793\times10^{-4}\ \mathrm{V/nm^2}\times148.68\ \mathrm{nm}}{2}=0.01121\ \mathrm{V/nm}=112\ \mathrm{kV/cm}.$$

As a check on the algebra, the box-shaped charge was also integrated numerically, and its width was varied until the potential drop equalled $V_{bi}$. This gave the same width, 148.68 nm, and the same peak field.

**Unequal doping.** The same argument covers $N_A\neq N_D$. The bulk potentials are then $V_T\ln(N_D/n_i)$ and $-V_T\ln(N_A/n_i)$, so

$$V_{bi}=V_T\ln\frac{N_AN_D}{n_i^2}.$$

Neutrality of the layer reads $N_Ax_p=N_Dx_n$. Together with $x_p+x_n=W$ it gives $x_n=WN_A/(N_A+N_D)$. The peak field is $eN_Dx_n/\varepsilon$, and the area of the triangle is

$$V_{bi}=\frac W2\,\frac{eN_Dx_n}{\varepsilon}=\frac{e}{2\varepsilon}\,\frac{N_AN_D}{N_A+N_D}\,W^2.$$

Hence

$$W=\sqrt{\frac{2\varepsilon V_{bi}}{e}\left(\frac1{N_A}+\frac1{N_D}\right)}.$$

For $N_A=N_D=N$ the bracket is $2/N$, and the earlier result returns. For $N_A\gg N_D$ the bracket tends to $1/N_D$ and $x_n$ tends to $W$: the layer then lies almost wholly in the lightly doped side. In this limit the approximation must be used with care. The potential drop on the heavily doped side is only about $V_T$, so that side is not really depleted, and holes spill across the junction plane at a density far above $N_D$. The true peak field is then higher than $eN_Dx_n/\varepsilon$. Carrying out the integration of part (d) on both sides for $N_A=10^{17}$ and $N_D=10^{15}\ \mathrm{cm^{-3}}$ shows that the depletion value is only about 0.71 of the true peak field.

## (d) Accuracy of the result

### The carriers that were dropped

We now keep the mobile carriers, with the Boltzmann densities of part (a). For equal doping, Poisson's equation and its end conditions are unchanged when $x\to-x$ and $\phi\to-\phi$ together. The solution is therefore odd, provided that it is unique.

To see that it is, let $w$ be the difference of two solutions. The dopant terms cancel, and $w''$ has the sign of $w$, because $n-p=2n_i\sinh(\phi/V_T)$ increases with $\phi$. Thus $\int ww''\,dx\ge0$. Integration by parts, with zero field at both ends, gives $\int ww''\,dx=-\int w'^2dx\le0$. Both integrals must vanish, so $w=0$. It follows that $\phi(0)=0$.

On the n side Poisson's equation is

$$\frac{d^2\phi}{dx^2}=-K\left(1+\frac pN-\frac nN\right).$$

Multiply by $d\phi/dx$ and integrate from the junction plane, where $|d\phi/dx|=E_0$ is the true peak field of this model, to the neutral region, where $d\phi/dx=0$ and $\phi=V_{bi}/2$. The left side becomes the change of $\frac12(d\phi/dx)^2$:

$$-\frac{E_0^2}{2}=-K\left[\frac{V_{bi}}2+\frac1N\int_0^{V_{bi}/2}p\,d\phi-\frac1N\int_0^{V_{bi}/2}n\,d\phi\right].$$

The exponentials integrate directly. With $n_ie^{V_{bi}/(2V_T)}=N$,

$$\int_0^{V_{bi}/2}n\,d\phi=V_T(N-n_i),\qquad
\int_0^{V_{bi}/2}p\,d\phi=V_Tn_i\left(1-\frac{n_i}{N}\right).$$

The terms containing $n_i$ are smaller than $V_TN$ by a factor of about $10^{-7}$ and can be dropped. Multiplying by $-2$ then leaves

$$E_0^2=K\left(V_{bi}-2V_T\right).$$

The depletion approximation corresponds to $E_{peak}^2=KV_{bi}$. The reduction by $2V_T$ comes from the electron integral on the n side, and by symmetry from the holes on the p side. These are majority carriers that reach into the layer and cancel part of the dopant charge.

The true layer has no sharp edge, but a width can be defined by its charge. Let $W_q/2$ be the thickness of bare dopants that would carry the net charge of one side. Gauss's law gives $eNW_q/2=\varepsilon E_0$, so

$$W_q=\frac{2E_0}{K}=\sqrt{\frac{4(V_{bi}-2V_T)}{K}}.$$

With $V_{bi}-2V_T=0.7817$ V,

$$E_0=\sqrt{1.50793\times10^{-4}\times0.7817}\ \mathrm{V/nm}=0.01086\ \mathrm{V/nm},\qquad W_q=144.0\ \mathrm{nm}.$$

Relative to these values, the depletion approximation is 3.25 % too high in both quantities. The common factor is $\sqrt{V_{bi}/(V_{bi}-2V_T)}$, which for $V_T\ll V_{bi}$ is about $1+V_T/V_{bi}$. For equal doping the approximation is therefore good when the built-in potential is many thermal voltages. For unequal doping the drop on each side separately must be large compared with $V_T$, and this fails on the heavily doped side of a strongly asymmetric junction.

These formulas were tested against a numerical solution of the full Poisson equation on a grid of step 0.25 nm, extending 400 nm to each side. The field was set to zero at the ends, and the potential difference was left free. The solution produced a potential drop of 0.8334 V, a peak field of 0.010857 V/nm and a charge width of 144.00 nm, in agreement with the formulas.

### How sharp the edge is

Let $\delta=\phi_n-\phi$ be the amount by which the potential on the n side lies below its bulk value. Then $n/N=e^{-\delta/V_T}$. Near the neutral region $\delta\ll V_T$ and holes are negligible, so Poisson's equation becomes

$$\frac{d^2\delta}{dx^2}=K\left(1-e^{-\delta/V_T}\right)\simeq\frac{K}{V_T}\,\delta=\frac{\delta}{L_D^2},\qquad L_D=\sqrt{\frac{V_T}{K}}.$$

The disturbance dies out as $e^{-x/L_D}$, where $L_D$ is the Debye length. Here $L_D=13.1$ nm, much less than $W$ but not negligible beside it.

The numerical solution shows the same scale. The electron density rises from $0.1N$ at $x=50.7$ nm to $0.9N$ at $x=95.8$ nm, a distance of 45.1 nm or about $3.4L_D$. At the nominal edge, $x=W/2$, it is $0.60N$, whereas the depletion approximation has a jump from zero to $N$. Halfway between the junction plane and that edge it has fallen to about $0.011N$. The layer is thus well depleted in its interior and gradual at its borders, and the quoted $W$ should not be read as the position of a sharp boundary.

### The rough inputs

Doubling $n_i$ changes $V_{bi}$ by $-2V_T\ln2=-0.0358$ V, to 0.7975 V. In the depletion approximation both $W$ and $E_{peak}$ are proportional to $\sqrt{V_{bi}}$ at fixed $K$, so both fall by about 2.2 %, to 145.45 nm and 0.01097 V/nm. A factor of two in the input has a small effect because $n_i$ enters through a logarithm.

Raising $\varepsilon_r$ by 5 % leaves $V_{bi}$ unchanged. Since $W\propto\sqrt{\varepsilon_r}$ and $E_{peak}\propto1/\sqrt{\varepsilon_r}$, the width grows to 152.4 nm and the field falls to 0.01094 V/nm, changes of about 2.5 % and 2.4 %.

The shifts of $W$ and $E_{peak}$ are comparable to the error of the depletion approximation. We therefore quote no more than two figures, bearing in mind that a factor of two in $n_i$ would still move $V_{bi}$ by about 0.04 V, and that the second figure of $W$ is itself uncertain, since the charge width of 144 nm rounds to $0.14\ \mathrm{\mu m}$:

$$V_{bi}\approx0.83\ \mathrm V,\qquad W\approx0.15\ \mathrm{\mu m},\qquad E_{peak}\approx1.1\times10^2\ \mathrm{kV/cm}.$$

### Where the formulas stop working

If $N$ is lowered towards $n_i$, the built-in potential shrinks to the order of $V_T$. The carriers can then no longer be neglected anywhere, and the picture of a depleted layer is lost. If $N$ is raised until the carriers become degenerate, the Boltzmann densities and the simple Einstein relation fail, and with them the logarithm in $V_{bi}$. A doping profile that changes gradually also needs a new solution, because the field is then no longer a triangle. The effect appears well before the grading is comparable to $W$. A linear transition of total width $a$ rounds off the tip of the triangle and gives $E_{peak}=K(W/2-a/4)$, a relative drop of about $a/(2W)$. For $a=10$ nm this is about 3.4 %, as large as the error of the depletion approximation itself.

The numerical output below lists the values to more digits, for checking the arithmetic.

## Computed values

```
INPUTS
temperature: 300 K
doping on each side: 1.0e+17 cm^-3 = 1.0e-04 nm^-3
n_i (rough): 1.0e+10 cm^-3 = 1.0e-11 nm^-3
eps_r (rough): 12 (no unit)
DEPLETION APPROXIMATION
thermal voltage V_T: 0.025852 V
ln(N/n_i): 16.1181 (no unit)
bulk potential on n side: 0.4167 V
built-in potential V_bi: 0.8334 V
e/eps_0: 18.0951 V nm
K = eN/(eps_r eps_0): 1.50793e-04 V/nm^2
depletion width W: 148.68 nm = 0.1487 micrometre
width on each side W/2: 74.34 nm
peak field: 0.011210 V/nm = 112.1 kV/cm
BOX CHARGE INTEGRATED NUMERICALLY
width from root search: 148.68 nm
peak field: 0.011210 V/nm
FULL POISSON SOLUTION WITH MOBILE CARRIERS
grid step: 0.25 nm; half domain: 400 nm
potential drop: 0.8334 V
peak field, numerical: 0.010857 V/nm
peak field, corrected formula: 0.010857 V/nm
charge width, numerical: 144.00 nm
charge width, corrected formula: 144.00 nm
V_bi - 2 V_T: 0.7817 V
electron integral over N: 0.025853 V
depletion field too high by: 3.25 %
depletion width too large by: 3.25 %
Debye length: 13.09 nm
n/N at x = W/2: 0.601 (no unit)
n/N at x = W/4: 1.07e-02 (no unit)
n/N = 0.1 at x: 50.7 nm; n/N = 0.9 at x: 95.8 nm
distance from 0.1 to 0.9: 45.1 nm
SENSITIVITY (DEPLETION APPROXIMATION)
n_i doubled: V_bi 0.7975 V, W 145.45 nm
n_i doubled: peak field 0.010966 V/nm
n_i doubled: change of V_bi -0.0358 V
eps_r up 5 %: V_bi 0.8334 V, W 152.35 nm
eps_r up 5 %: peak field 0.010940 V/nm
```
